# Why Dirac reflection at a Klein step does not exceed one

## Question

I am scattering a Dirac particle in one dimension from a potential step: $V=0$ for $x<0$ and $V=V_0$ for $x>0$. My energy is $E=1.5\,mc^2$ and the step is $V_0=4\,mc^2$, so $V_0>E+mc^2$ and the wave beyond the step oscillates instead of decaying. I took the transmitted wave as $e^{iqx}$ with $q>0$, since it should travel to the right, and matched the spinors at $x=0$. The reflection coefficient came out as $R=3.34$ and the transmission coefficient as $T=-2.34$.

Does the step really send back more than arrives? Is the surplus pair production? And would a spinless boson, described by the Klein-Gordon equation, behave in the same way?

## Answer

Your algebra is consistent, but the solution you found does not describe a particle arriving from the left alone. Beyond this step a wave with $q>0$ moves to the left. To see what this changes, and why bosons differ, it helps to treat both equations with one matching calculation.

### Both equations in one form

I use $\hbar=m=c=1$, so energies are in units of $mc^2$ and momenta in units of $mc$. Your step is $4\,mc^2$, about $75\,100$ hartree for an electron, which makes atomic units awkward here. The potential is the time component of a vector potential: it enters only through the local kinetic energy, rest energy included,

$$W(x)=E-V(x).$$

A step in the mass would be a different problem. The incident particle has $E>1$.

For the Dirac equation take $H=\sigma_x p+\sigma_z+V$ with $p=-i\,d/dx$ and the spinor $\psi=(f,g)$. The two rows of $H\psi=E\psi$ are

$$-ig'+f+Vf=Ef,\qquad -if'-g+Vg=Eg,$$

which rearrange to

$$f'=i(W+1)g,\qquad g'=i(W-1)f.$$

The stationary Klein-Gordon equation is $W^2\phi=-\phi''+\phi$. Put $f=\phi$ and $g=-i\phi'$. Then $f'=ig$, and since $\phi''=-(W^2-1)\phi$, also $g'=-i\phi''=i(W^2-1)f$. Both cases therefore read

$$f'=iAg,\qquad g'=iBf,\qquad AB=W^2-1,$$

with $A=W+1$ for Dirac and $A=1$ for Klein-Gordon. This difference in $A$ will decide the matter.

The quantity $J=\mathrm{Re}(f^*g)$ does not depend on $x$, because

$$(f^*g)'=-iA|g|^2+iB|f|^2$$

is purely imaginary. For Dirac, $2J=\psi^\dagger\sigma_x\psi$ is the probability current. For Klein-Gordon, $J=\mathrm{Im}(\phi^*\phi')$ is the charge current, in units of the charge of the incident particle. Ratios of $J$ thus define reflection and transmission in both cases.

Where $V$ is constant, insert $f=f_0e^{ipx}$, $g=g_0e^{ipx}$. The first equation gives $pf_0=Ag_0$, so

$$g_0=\frac{p}{A}f_0,\qquad p^2=W^2-1,\qquad J=\frac{p}{A}|f_0|^2\quad(p\ \text{real}).$$

### Which wave moves to the right?

Let $k>0$ be the incident momentum and $q$ the momentum beyond the step. Differentiating $q^2=(E-V_0)^2-1$ gives $2q\,dq=2(E-V_0)\,dE$, hence the group velocity

$$v=\frac{dE}{dq}=\frac{q}{E-V_0}.$$

In the Klein zone, $V_0>E+1$, the denominator is negative. Motion to the right requires $q<0$.

The group velocity is the right criterion because scattering is about packets. Superpose waves $e^{i(qx-Et)}$ over a narrow range of energies, with a smooth real amplitude. The packet sits where the phase is stationary with respect to $E$, namely where $x\,dq/dE=t$, or $x=vt$. With $q>0$ in the Klein zone, $v<0$, and the packet is in the region $x>0$ at times $t<0$. It was there before the incident packet reached the step, so it is an incoming packet.

For your numbers,

$$k=\sqrt{1.5^2-1}=1.118,\qquad q=-\sqrt{(-2.5)^2-1}=-2.291,$$

and $v=(-2.291)/(-2.5)=0.917$, in units of $c$.

### Matching at the step

The derivatives $f'$ and $g'$ stay finite at the jump, so $f$ and $g$ are continuous. Write $A_L$ and $A_R$ for the values of $A$ on the two sides. On the left,

$$f=e^{ikx}+b\,e^{-ikx},\qquad g=\frac{k}{A_L}\left(e^{ikx}-b\,e^{-ikx}\right),$$

and on the right $f=t\,e^{iqx}$, $g=(q/A_R)\,t\,e^{iqx}$. Here $t$ is an amplitude. At $x=0$,

$$1+b=t,\qquad 1-b=rt,\qquad r=\frac{q/A_R}{k/A_L}.$$

Replacing $t$ in the second equation gives $1-b=r+rb$, so

$$b=\frac{1-r}{1+r},\qquad t=\frac{2}{1+r},\qquad R=|b|^2=\left|\frac{1-r}{1+r}\right|^2.$$

For real $r$ the transmitted current divided by the incident current is

$$T=r|t|^2=\frac{4r}{(1+r)^2}=\frac{(1+r)^2-(1-r)^2}{(1+r)^2}=1-R.$$

Positive $r$ gives $R<1$, and negative $r$ gives $R>1$, with a divergence at $r=-1$.

### Dirac: two signs cancel

For Dirac, $A_L=E+1$ and $A_R=E-V_0+1=-(V_0-E-1)$. In the Klein zone both $q$ and $A_R$ are negative, so their ratio is positive. Factorizing $k^2=(E+1)(E-1)$ and $q^2=(V_0-E+1)(V_0-E-1)$ gives

$$r=\frac{|q|}{V_0-E-1}\,\frac{E+1}{k}=\sqrt{\frac{V_0-E+1}{V_0-E-1}}\,\sqrt{\frac{E+1}{E-1}}.$$

Each root exceeds one, so $r>1$ and $0<R<1$. For your step,

$$r=\sqrt{\frac{3.5}{1.5}\,\frac{2.5}{0.5}}=3.416,\qquad R=\left(\frac{2.416}{4.416}\right)^2=0.299,\qquad T=0.701.$$

Choosing $q>0$ reverses the sign of $r$ and turns $R$ into

$$\left(\frac{1+r}{1-r}\right)^2=\frac1R=3.34,$$

which is your result. The negative $T=-2.34$ is a current flowing leftwards through the region $x>0$. Your solution thus has two incoming beams, of strength 1 from the left and 2.34 from the right, and a single outgoing beam of strength 3.34. It is a valid solution of the Dirac equation that answers another question.

What remains surprising is how much gets through. At fixed $V_0$, write

$$\ln r=\tfrac12[h(E)+h(V_0-E)],\qquad h(y)=\ln\frac{y+1}{y-1}.$$

Since $h'=-2/(y^2-1)$ and $h''=4y/(y^2-1)^2>0$ for $y>1$, the sum is smallest at the midpoint $E=V_0/2$. There

$$r=\frac{V_0/2+1}{V_0/2-1},\qquad R_{\min}=\left(\frac{r-1}{r+1}\right)^2=\left(\frac{2}{V_0}\right)^2.$$

This is also the minimum of $R$, because $(r-1)/(r+1)=1-2/(r+1)$ grows with $r$. For $V_0=4$ it is 0.25.

If instead $V_0\to\infty$ at fixed $E$, the first root in $r$ tends to one, and

$$T\to\frac{4\sqrt{(E+1)(E-1)}}{\left(\sqrt{E+1}+\sqrt{E-1}\right)^2}=\frac{4k}{2E+2k}=\frac{2k}{E+k}.$$

At $E=1.5$ this is $2.236/2.618=0.854$, so even an infinitely high sharp step reflects only 0.146 of the current.

### Klein-Gordon: one sign is left over

For bosons $A=1$ on both sides, so $r=q/k$. The outgoing wave still has $q<0$, but no second sign compensates it:

$$R=\left(\frac{k+|q|}{k-|q|}\right)^2>1.$$

At your energy,

$$R=\left(\frac{1.118+2.291}{1.118-2.291}\right)^2=8.44,\qquad T=-7.44.$$

This time the negative $T$ does not signal an incoming beam. The Klein-Gordon charge density is $\mathrm{Re}[\phi^*(i\partial_t-V)\phi]$, which for a stationary wave equals $(E-V)|\phi|^2$. Beyond the step it is negative. Negative charge moving to the right is a negative current:

$$J=(E-V_0)|\phi|^2\,\frac{q}{E-V_0}=q|\phi|^2<0.$$

Note that the wrong choice $q>0$ would give bosons $R=1/8.44=0.118$. An innocent-looking value below one is no proof that the boundary condition was right.

For $V_0\to\infty$, $|q|$ grows without limit and the bosonic $R$ tends to one from above. At $V_0=2000$ and $E=1.5$ it is 1.002.

The sharp-step formula diverges when $|q|=k$, that is, at $E=V_0/2$. There $q=-k$, and the single function $e^{-ikx}$ satisfies the matching conditions on the whole line. It is outgoing on both sides with no incident wave, so the ratio of reflected to incident current has no finite value. For the smooth step

$$V(x)=\frac{V_0}{2}\left(1+\tanh\frac{x}{a}\right)$$

with $V_0=4$ and $E=2$, numerical integration gives $R=6.0$, 470 and 1876 for $a=0.2$, 0.02 and 0.01, in units of $\hbar/mc$. The peak is finite at these widths and rises steeply as the step sharpens.

### Outside the Klein zone

If $E-V_0>1$, then $q$, $A_R$ and $r$ are positive for both equations, and $R<1$. With $E=1.5$ and $V_0=0.3$, $R$ is 0.038 for Dirac and 0.065 for Klein-Gordon.

If $|E-V_0|<1$, the wave beyond the step must decay, so $q=i\kappa$ with $\kappa>0$. Then $r$ is imaginary, the numbers $1-r$ and $1+r$ have equal modulus, and $R=1$ for both. Reflection above one therefore belongs to bosons in the Klein zone.

### The inequalities do not depend on a sharp step

Suppose $V(x)$ rises in any smooth way from 0 to $V_0$, with a transmitted wave of amplitude $t$ far to the right. Conservation of $J$ still gives

$$1-R=T=\frac{q/A_R}{k/A_L}\,|t|^2.$$

The amplitude $t$ cannot vanish, since then $f$ and $g$ would be zero on the right and, by the first-order equations, everywhere. In the Klein zone the prefactor is positive for Dirac and negative for Klein-Gordon. Hence $R<1$ for the first whatever the profile, and $R>1$ for the second wherever $R$ is finite. For Klein-Gordon, complex conjugation of a solution exchanges $q$ with $-q$ and $R$ with $1/R$. So $R$ diverges at any energy where the equation $\phi''+(W^2-1)\phi=0$ with $q>0$ is reflectionless, and this can happen for a smooth profile as well as for the sharp step. An example is a staircase of three $\tanh$ steps of width $a=0.05$ and heights 0.8, 2.4 and 0.8, placed at $x=-L$, 0 and $L$. Its $R$ diverges at $E=2$ for $L=2.554$. Beyond that point the profile is unstable: at $L=2.754$ it has a normalizable Klein-Gordon mode with $E=2+0.038\,i$, which grows exponentially in time. The stationary $R$ at real energies is then finite, but it no longer describes what happens to a packet.

The size of the effect, unlike its sign, depends strongly on the width. For the $\tanh$ step with $V_0=4$ and $E=1.5$, the Dirac $T$ is 0.615, 0.156 and 0.0038 for $a=0.2$, 1 and 3, and the Klein-Gordon $R-1$ is 3.11, 0.233 and 0.0044. For an electron $\hbar/mc=0.386$ pm, and the peak slope $V_0/2a$ at $a=0.2$ is ten times the critical field $m^2c^3/e\hbar\approx1.3\times10^{18}$ V/m. Large transmission requires fields of this order.

For Dirac there is an argument that needs no choice of momentum at all. From $i\partial_t\psi=H\psi$,

$$\partial_t(\psi^\dagger\psi)=2\,\mathrm{Re}\left[-i\psi^\dagger H\psi\right]=-2\,\mathrm{Re}(\psi^\dagger\sigma_x\psi')=-\partial_x(\psi^\dagger\sigma_x\psi).$$

The terms with $\sigma_z$ and $V$ drop out because they are $-i$ times a real number. The total norm of a packet is therefore constant. Let it be one, with the packet initially on the left. Later the norms on the two sides add up to one, and neither can be negative, so the left side cannot hold more than one. Klein-Gordon conserves the total charge instead. The right side can hold negative charge, and the left side can then hold more than one.

The numerical check follows such packets in time. The step has $V_0=4$ and $a=0.2$, and the packet is centred at $k=1.118$ with an rms width of about $6\,\hbar/mc$. After the collision:

- The Dirac packet has norm 0.386 on the left and 0.614 on the right. Averaging the stationary $R$ of this smooth step over the packet's momenta also gives 0.386.
- The Klein-Gordon packet has charge 4.113 on the left and $-3.113$ on the right. The corresponding average is 4.114.

These values differ from the sharp-step ones almost entirely because the step has a finite width. At the single energy $E=1.5$ the smooth step already gives $R=0.385$ and $4.110$, and the spread of momenta changes these only slightly. The mean momentum of the transmitted packet is $-2.29$ for Dirac and $-2.28$ for Klein-Gordon, although both packets have moved to the right of the step.

### Is the surplus pair production?

Your 3.34 is not, since it comes from a second incoming beam. Pair production does occur at such a step, but it has to be counted with quantum fields. I treat the potential as prescribed and neglect interactions between the particles and their effect back on the potential.

Consider one mode going out to the left. It is fed by the mode coming in from the left, with squared amplitude $R$, and by the mode coming in from the right, with squared amplitude $S$. Amplitudes are normalized to unit flux.

For fermions the outgoing annihilation operator is $c=\alpha a_L+\beta a_R$, with $|\alpha|^2=R$ and $|\beta|^2=S$. The anticommutator $\{c,c^\dagger\}=1$ requires $R+S=1$. The states coming in from the right belong to the lower continuum, and in the vacuum of the Dirac sea they are filled. With $n$ incident electrons, $n=0$ or 1, the mean outgoing number is

$$N=Rn+S=Rn+1-R.$$

At your energy this is 0.701 without an incident electron and 1 with one. The step emits electrons spontaneously. An incident electron adds only $R=0.299$ to the outgoing number, and the total does not exceed one, as the Pauli principle demands.

For bosons the mode coming in from the right has negative charge, so it enters through the creation operator of an antiparticle: $c=\alpha a+\beta b^\dagger$. Now $[c,c^\dagger]=|\alpha|^2-|\beta|^2=1$ requires $R-S=1$. With $n$ incident particles and no incoming antiparticles, $\langle bb^\dagger\rangle=1$, and

$$N=Rn+S=Rn+R-1.$$

For the sharp step this is 7.44 without an incident boson and 15.89 with one. These are numbers for one mode. Near $E=V_0/2$ the sharp-step $R$ grows as $(E-V_0/2)^{-2}$, so the total spontaneous rate $\int(R-1)\,dE/2\pi$ of a sharp boson step is infinite. For the $\tanh$ step with $V_0=4$ it is 0.95, 15.1 and 161 for $a=0.2$, 0.02 and 0.002, while the fermion rate $\int(1-R)\,dE/2\pi$ stays near 0.2. The incident boson adds $R=8.44$, more than itself, which is stimulated emission.

In both cases $R$ is what one incident particle adds to the mean number going out to the left, provided, for bosons, that the profile has no growing mode. For fermions this is less than one and for bosons more than one. It is not the total number that comes out, and a nonzero pair production rate is no reason to expect $R>1$ for electrons.

## Table of computed values

```
step height V0 = 4.000 mc^2 = 75115.5 hartree
energy E = 1.500 mc^2
incident momentum k = 1.11803 mc
transmitted momentum q = -2.29129 mc
group velocity beyond step = 0.91652 c
Dirac: sharp step R = 0.2993, T = 0.7007
Dirac: wrong momentum sign gives R = 3.3413
Dirac: outgoing left number, no incident = 0.701
Dirac: outgoing left number, one incident = 1.000
KG: sharp step R = 8.4441, T = -7.4441
KG: wrong momentum sign gives R = 0.1184
KG: outgoing left number, no incident = 7.444
KG: outgoing left number, one incident = 15.888
Dirac matching ratio r = 3.41565
KG matching ratio r = -2.04939
Dirac minimum R = 0.2500 at E = 2.000 mc^2
E = 1.2 mc^2: R Dirac = 0.4307, KG = 2.8212
E = 1.5 mc^2: R Dirac = 0.2993, KG = 8.4441
E = 1.8 mc^2: R Dirac = 0.2568, KG = 55.7421
E = 2.8 mc^2: R Dirac = 0.4307, KG = 2.8212
KG at E = V0/2, width a = 0.20 hbar/mc: R = 6.01
KG at E = V0/2, width a = 0.02 hbar/mc: R = 470.10
KG at E = V0/2, width a = 0.01 hbar/mc: R = 1876.35
Dirac: V0 = 0.3 mc^2 gives R = 0.03787
Dirac: V0 = 1.5 mc^2 gives R = 1.00000
Dirac: V0 = 2000 mc^2 gives R = 0.1461, limit 0.1459
KG: V0 = 0.3 mc^2 gives R = 0.06516
KG: V0 = 1.5 mc^2 gives R = 1.00000
KG: V0 = 2000 mc^2 gives R = 1.0022, limit 1.0000
packet: start x = -30.0, rms width = 6.0 hbar/mc
packet: step width a = 0.2 hbar/mc, run time = 84.0 hbar/mc^2
Dirac packet: norm left = 0.3859, right = 0.6141
Dirac packet: stationary average of R = 0.3859
Dirac packet: mean transmitted momentum = -2.290 mc
KG packet: charge left = 4.1129, right = -3.1129
KG packet: stationary average of R = 4.1136
KG packet: mean transmitted momentum = -2.280 mc
```
